# The computational hydrogen electrode: potential and pH in adsorption free energies

A metal surface stands in an acidic plating or polishing bath, held at a chosen potential. Hydrogen may adsorb on it by taking a proton from the solution and an electron from the metal. An electronic-structure calculation can supply energies of the bare surface, the covered surface and the H2 molecule, but the reaction contains a solvated proton and an electron in a metal at a set potential. What free energy belongs to that pair, and how does it change with potential and pH?

## 1. The simple case: a hydrogen electrode at equilibrium

Let $e>0$ be the elementary charge. A charged particle in a phase of inner electric potential $\phi$ has an electrochemical potential, written with a tilde. For an electron in the metal (M) and a proton in the solution (S),

$$\tilde\mu_{e}=\mu_e-e\phi_M,\qquad \tilde\mu_{H^+}=\mu^\circ_{H^+}+kT\ln a+e\phi_S ,$$

where $a$ is the proton activity. The sum contains the potentials as $e(\phi_S-\phi_M)$, so a shift common to both phases cancels.

The standard hydrogen electrode (SHE) has $a=1$ and ideal H2 gas at 1 bar. Its reaction $H^++e^-\rightleftharpoons\tfrac12H_2$ is at equilibrium, so the free energies of the two sides are equal:

$$\tilde\mu^{ref}_{H^+}+\tilde\mu^{ref}_{e}=\tfrac12\mu^\circ_{H_2}. \tag{1}$$

This replaces two quantities that are hard to calculate by the chemical potential of a neutral gas molecule. No solvation energy or work function is needed.

## 2. Changing the electrode potential

Take a second electrode, possibly of another metal, in a solution that still has $a=1$ and the same inner potential as the reference solution. Connect both electrodes to a voltmeter through leads of one metal. Each lead is in electronic equilibrium with its electrode and therefore has the same $\tilde\mu_e$. The leads have equal $\mu_e$, so their electrochemical potentials differ through their inner potentials alone. That difference is the measured voltage $U$ against SHE:

$$\tilde\mu_e-\tilde\mu_e^{ref}=-e(\phi_{lead}-\phi_{lead}^{ref})=-eU. \tag{2}$$

The minus sign comes from the electron's negative charge: a more positive electrode holds its electrons at lower energy. The proton term has not changed, so adding (2) to (1) gives

$$\tilde\mu_{H^+}+\tilde\mu_e=\tfrac12\mu^\circ_{H_2}-eU .$$

At $U=0$ this returns to (1). The second electrode need not be in equilibrium with hydrogen gas. The gas serves as a known reference state, and the voltmeter reports how far the electron is from it.

## 3. Changing the pH

For an ideal dilute solution the activity term can be obtained by counting. Place $N$ protons in $M$ equivalent cells, with $W=M!/[N!(M-N)!]$ arrangements. Adding one proton changes the mixing free energy by

$$-kT\ln\frac{W(N+1)}{W(N)}=-kT\ln\frac{M-N}{N+1}\simeq kT\ln\frac NM ,$$

where the last form holds for $1\ll N\ll M$. Subtracting the value in the reference solution leaves $kT\ln(N/N_{ref})=kT\ln a$. In a nonideal solution the activity is defined so that the same form remains valid.

Since $\mathrm{pH}=-\log_{10}a$, we have $\ln a=-\ln10\,\mathrm{pH}$, and

$$\tilde\mu_{H^+}-\tilde\mu_{H^+}^{ref}=-kT\ln10\,\mathrm{pH}. \tag{3}$$

Adding (1), (2) and (3) gives the computational hydrogen electrode relation:

$$\boxed{\tilde\mu_{H^+}+\tilde\mu_e=\tfrac12\mu^\circ_{H_2}-eU-kT\ln10\,\mathrm{pH}} \tag{4}$$

Here $\mu^\circ_{H_2}$ is taken at the working temperature and 1 bar. At 298.15 K, one pH unit lowers the pair by 0.05916 eV.

**A limit: hydrogen equilibrium.** If the working electrode is in equilibrium with ideal H2 at pressure $p$, the pair must equal $\tfrac12\mu^\circ_{H_2}+\tfrac12kT\ln(p/p^\circ)$, with $p^\circ=1$ bar. Inserting (4) and solving for $U$,

$$eU=-kT\ln10\,\mathrm{pH}-\tfrac12kT\ln(p/p^\circ),$$

which is the Nernst equation of the hydrogen electrode. The pressure appears because equilibrium was imposed. In (4), with $U$ and pH given, the actual hydrogen pressure does not enter.

**Another limit: unequal solution potentials.** Let the working solution lie at an inner potential higher by $J$ than the reference solution, as a liquid junction can cause. The proton then gains $eJ$, and this term must be added to the right of (4). With $J=0.030$ V, the uncorrected relation is wrong by 0.030 eV.

A hydrogen electrode at 1 bar placed in the working solution itself defines the reversible hydrogen electrode (RHE) scale. The proton now has the same electrochemical potential at both electrodes, so steps (1) and (2) suffice:

$$\tilde\mu_{H^+}+\tilde\mu_e=\tfrac12\mu^\circ_{H_2}-eU_{RHE}. \tag{5}$$

Neither the activity nor $J$ has to be known, provided the solution is uniform between the electrodes. Under current, an ohmic drop or a pH gradient breaks that condition. Comparing (5) with (4), for $J=0$,

$$U_{RHE}=U+\frac{kT\ln10}{e}\,\mathrm{pH}.$$

Relations (4) and (5) and the junction error were tested on a cell with explicit phase potentials. The reference was brought to equilibrium numerically and the proton term was computed from counted arrangements. Two choices of the working metal's $\mu_e$, two inner potentials and pH 0, 3 and 10 agreed with (4) and (5) within $10^{-7}$ eV.

## 4. One adsorbed hydrogen atom

Write $*$ for an empty site. For $*+H^++e^-\to H^*$, the free energy change is products minus reactants:

$$\Delta G_H=G(H^*)-G(*)-(\tilde\mu_{H^+}+\tilde\mu_e).$$

Substitution of (4) changes the signs of its last two terms:

$$\Delta G_H=\underbrace{G(H^*)-G(*)-\tfrac12\mu^\circ_{H_2}}_{\Delta G_H^\circ}+eU+kT\ln10\,\mathrm{pH}. \tag{6}$$

A more positive potential or a higher pH makes the reactants more stable and so opposes hydrogen adsorption. Equation (6) carries an assumption absent from (4): $G(H^*)$ and $G(*)$ do not themselves change with the charge or field at the interface. Section 7 examines it.

To evaluate $\Delta G_H^\circ$, count energies from the electronic energy of H2 at its equilibrium bond length. With $\Delta E=E(H^*)-E(*)-\tfrac12E(H_2)$ and the vibrational free energy $F_{vib}$ of the adsorbed atom,

$$\Delta G_H^\circ=\Delta E+F_{vib}-\tfrac12\mu^\circ_{H_2}. \tag{7}$$

Changes in the surface's own vibrations are neglected. For harmonic modes of quantum $\varepsilon_i$, the levels $(v+\tfrac12)\varepsilon_i$ form a geometric series in the partition function, whose logarithm gives

$$F_{vib}=\sum_i\left[\frac{\varepsilon_i}{2}+kT\ln(1-e^{-\varepsilon_i/kT})\right].$$

For the gas, $N$ identical molecules have the partition function $q^N/N!$. With Stirling's formula, $F=-kT(N\ln q-N\ln N+N)$, and differentiation gives $\mu=-kT\ln(q/N)$. Separating the zero-point energy $\varepsilon_0$ from the molecular partition function,

$$\mu^\circ_{H_2}=\varepsilon_0-kT\ln\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\,q_{rot}q_{vib}\right],$$

where $m$ is the molecular mass and $V/N=kT/p^\circ$ was used. For a vibrational quantum $\hbar\omega$, $\varepsilon_0=\hbar\omega/2$ and $q_{vib}=1/(1-e^{-\hbar\omega/kT})$. From here on $J=0,1,2,\dots$ denotes the rotational quantum number, not the junction potential of section 3, and $B=\hbar^2/2I$ is the rotational constant for moment of inertia $I$. The rotational factor is the sum of the Boltzmann factors of the levels $BJ(J+1)$ with weights $(2J+1)g_J$, where $g_J=\tfrac14$ for even $J$ and $\tfrac34$ for odd $J$. These are the nuclear-spin weights 1 and 3 divided by the four spin states, since nuclear-spin degeneracy is also omitted for the adsorbed atom.

## 5. Numbers for the hydrogen case

Full configuration interaction for H2 in the cc-pVTZ basis gives a bond length of 0.743 Å and a harmonic wavenumber of 4409 cm⁻¹. The zero-point energy is 0.2733 eV. At 298.15 K and 1 bar, the enthalpy including this energy is 0.3609 eV and $TS$ is 0.4030 eV, so

$$\mu^\circ_{H_2}=0.3609-0.4030=-0.0421\ \text{eV},\qquad \tfrac12\mu^\circ_{H_2}=-0.0210\ \text{eV}.$$

The small total results from cancellation between two larger terms. The calculation leaves out basis incompleteness, anharmonicity and rotation-vibration coupling. The fourth decimal is kept to make the arithmetic traceable, not as a claim of accuracy.

The surface is a model with $\Delta E=-0.20$ eV and adsorbate modes at 1100, 800 and 800 cm⁻¹. These give $F_{vib}=0.1662$ eV, and (7) becomes

$$\Delta G_H^\circ=-0.20+0.1662+0.0210=-0.0128\ \text{eV}.$$

Vibration of the adsorbate and loss of the gas's free energy together cancel most of the electronic binding.

Now set $U=-0.20$ V against SHE and pH 3. The pH term is $3\times0.05916=0.1775$ eV, so $U_{RHE}=-0.0225$ V. From (6),

$$\Delta G_H=-0.0128-0.2000+0.1775=-0.0353\ \text{eV}.$$

The potential favours adsorption by 0.20 eV, and the lower proton activity takes back most of that gain.

## 6. Several adsorbates and their coverages

Let adsorption of species $i$ release $n_i$ proton-electron pairs, with $n_i<0$ if pairs are consumed. Each released pair is a product and contributes (4) with a positive sign. Collecting the parts independent of $U$ and pH in $\Delta G_i^\circ$,

$$\boxed{\Delta G_i=\Delta G_i^\circ-n_i(eU+kT\ln10\,\mathrm{pH})} \tag{8}$$

Hydrogen has $n=-1$ and recovers (6). The reaction $*+H_2O\to OH^*+H^++e^-$ has $n=1$, and $*+H_2O\to O^*+2(H^++e^-)$ has $n=2$. Liquid water is taken at unit activity. For OH*, for example,

$$\Delta G_{OH}^\circ=G(OH^*)+\tfrac12\mu^\circ_{H_2}-G(*)-\mu_{H_2O}.$$

The free energy (8) excludes the entropy of choosing which sites are occupied. To include it, take $M$ independent sites, each empty or holding one species, in equilibrium with solution and electrode. Let $w_i=e^{-\Delta G_i/kT}$. Summing over all occupations multiplies the single-site sums:

$$Z=\left(1+\sum_jw_j\right)^M .$$

Each occupation with $N_i$ particles of species $i$ contains $w_i^{N_i}$, so $w_i\,\partial\ln Z/\partial w_i$ is the mean number of them. Dividing by $M$ gives the coverage

$$\theta_i=\frac{w_i}{1+\sum_jw_j}. \tag{9}$$

With hydrogen alone, $\Delta G_H=0$ gives $\theta_H=\tfrac12$. A vanishing $\Delta G_H$ thus marks half coverage, not the first appearance of hydrogen. In the example, $w_H=e^{0.0353/0.0257}\simeq3.95$, so $\theta_H\simeq3.95/4.95=0.80$. The other species, introduced next, have negligible weight there. Because $U_{RHE}<0$ in this example, hydrogen evolution into 1 bar is downhill: the Nernst equation of section 3 gives an equilibrium pressure $p^\circ e^{-2eU_{RHE}/kT}\simeq5.8$ bar. The coverage 0.80 therefore applies only if H* leaves as H2 slowly compared with proton discharge. If instead recombination keeps H* in equilibrium with H2 at 1 bar, $w_H=e^{-\Delta G_H^\circ/kT}$ and $\theta_H\simeq0.62$. Lateral interactions would change (9). Explicit sums over all compositions of six sites, with reaction energies taken from the cell of section 3, tested (9) at four combinations of potential and pH.

Choose $\Delta G^\circ=0.80$ eV for OH* and 1.90 eV for O*. Two states have equal free energy when

$$\Delta G_i^\circ-n_i\,eU_{RHE}=\Delta G_j^\circ-n_j\,eU_{RHE}.$$

Moving the potential terms to one side and dividing by $n_i-n_j\neq0$,

$$eU=\frac{\Delta G_i^\circ-\Delta G_j^\circ}{n_i-n_j}-kT\ln10\,\mathrm{pH}. \tag{10}$$

The empty site has $\Delta G^\circ=0$ and $n=0$. At pH 3 the boundaries against SHE are:

- H*/empty: $0.0128-0.1775=-0.165$ V
- empty/OH*: $0.80-0.1775=0.623$ V
- OH*/O*: $(1.90-0.80)-0.1775=0.923$ V

As the potential rises, the state of lowest free energy therefore changes from H* to empty, then to OH* and then to O*. At 0.80 V, for instance, OH* has $-0.177$ eV and O* has $-0.055$ eV, so OH* is favoured although both are more stable than the empty site.

At pH 10 the three boundaries move to $-0.579$, 0.208 and 0.508 V. Each has fallen by $7\times0.05916=0.414$ V. On the RHE scale none has moved, because (8) contains $U$ and pH solely through $U_{RHE}$. These are equilibrium boundaries between states and say nothing about the barriers between them.

## 7. When the interface stores charge

The assumption behind (6) can be relaxed with a linear capacitor. Let a bare surface have capacitance $C$ per site and zero charge at potential $U_0$. When its metal side carries charge $q$, its potential is $U_0+q/C$. Charging from zero therefore stores

$$\int_0^q\left(U_0+\frac{q'}C\right)dq'=qU_0+\frac{q^2}{2C}.$$

The source holding the potential at $U$ supplies work $qU$. The quantity to minimize is

$$\Omega(q)=\frac{q^2}{2C}-q(U-U_0).$$

Setting its derivative to zero gives $q=C(U-U_0)$, and substitution gives $\Omega_{min}=-\tfrac12C(U-U_0)^2$.

Suppose a complete adsorbate layer shifts the potential of zero charge to $U_0+\delta$ and leaves $C$ unchanged. The covered surface minus the bare one gives, per site,

$$\begin{aligned}\Delta\Omega&=-\tfrac12C\left[(U-U_0-\delta)^2-(U-U_0)^2\right]\\&=C\delta(U-U_0)-\tfrac12C\delta^2 .\end{aligned}\tag{11}$$

This is the term to add to a $\Delta G$ calculated for uncharged surfaces. It vanishes for $\delta=0$, as it must. It also vanishes at $U=U_0+\delta/2$, where the two surfaces carry opposite charges of equal size and have the same $\Omega_{min}$. Numerical minimization over $q$ tested (11) at three potentials.

For 20 µF/cm² and 7 Å² per site, $C=0.0874\,e$/V. Take $U_0=0.30$ V against SHE and $\delta=0.20$ V. At $U=-0.20$ V,

$$\Delta\Omega=0.0874\times0.20\times(-0.50)-\tfrac12\times0.0874\times0.20^2=-0.0105\ \text{eV}.$$

The derivative of (11) is $C\delta=0.0175\,e$. At fixed potential, forming the hydrogen layer thus draws 1.0175 electrons per atom in this model: one for the reaction and a small remainder for recharging the interface. The sign of $\delta$ is a model choice, not a property derived for hydrogen. With $\delta=-0.20$ V the same formulas give 0.9825 electrons per atom and $\Delta\Omega=+0.0070$ eV.

The correction also breaks the dependence on $U_{RHE}$ alone if $U_0$ is fixed on the SHE scale. Keeping $U_{RHE}=-0.0225$ V while raising the pH to 10 requires $U=-0.614$ V against SHE. The simple $\Delta G_H$ stays at $-0.035$ eV, but $\Delta\Omega$ changes from $-0.010$ to $-0.018$ eV. These amounts are about 30% and 50% of the size of the simple value. They are small in absolute terms, yet matter for an adsorption energy so close to zero.

Equation (11) describes a complete layer. It cannot be inserted unchanged into (9), which treats independent sites at partial coverage. For $\delta>0$ and $U<U_0$, as in the example, a larger $\delta$ or a still lower potential makes the neglected term larger in size. Relation (4) for the proton-electron pair is unaffected, since the correction belongs to the surfaces. The full set of values is in the numerical output below.

## Computed values

```
temperature: 298.15 K; kT: 0.025693 eV
kT ln10 per pH unit: 0.05916 eV
H2 full CI/cc-pVTZ bond length: 0.7426 angstrom
H2 harmonic wavenumber: 4409.4 cm^-1
H2 zero-point energy: 0.2733 eV
H2 rotational constant: 60.66 cm^-1
H2 enthalpy incl. zero-point: 0.3609 eV
H2 T*S at 1 bar: 0.4030 eV
mu0(H2): -0.0421 eV; half: -0.0210 eV
model H* electronic adsorption energy: -0.20 eV
model H* wavenumbers: 1100 800 800 cm^-1
H* vibrational free energy: 0.1662 eV
dG0 H*: -0.0128 eV; pairs released: -1
dG0 OH*: 0.8000 eV; pairs released: 1
dG0 O*: 1.9000 eV; pairs released: 2
example: U = -0.20 V vs SHE, pH = 3
example potential vs RHE: -0.0225 V
pair minus half mu0(H2): 0.0225 eV
H* potential term eU: -0.2000 eV; pH term: 0.1775 eV
dG H* in example: -0.0353 eV
H* coverage in example: 0.7982
pH 3, U -0.20 V vs SHE: dG/eV H* -0.035, OH* 0.823, O* 1.945; lowest H*
pH 3, U 0.30 V vs SHE: dG/eV H* 0.465, OH* 0.323, O* 0.945; lowest bare
pH 3, U 0.80 V vs SHE: dG/eV H* 0.965, OH* -0.177, O* -0.055; lowest OH*
pH 3, U 1.20 V vs SHE: dG/eV H* 1.365, OH* -0.577, O* -0.855; lowest O*
boundary H*/bare, V vs SHE: pH 3 -0.1647, pH 10 -0.5788
boundary bare/OH*, V vs SHE: pH 3 0.6225, pH 10 0.2084
boundary OH*/O*, V vs SHE: pH 3 0.9225, pH 10 0.5084
junction potential tried: 0.030 V
resulting error of pair relation: 0.0300 eV
model capacitance: 20 microF/cm^2
model site area: 7 angstrom^2
capacitance per site: 0.08738 e/V
zero-charge potential: 0.30 V vs SHE; shift: 0.20 V
extra charge per site C*shift: 0.01748 e
charging term at pH 3: -0.01049 eV
same RHE potential at pH 10: -0.6141 V vs SHE
charging term at pH 10: -0.01772 eV
```
